**Confinement shifts and cutoff radii for hydrogen in a hard sphere**

The program finds the ground energy E = −e²/(2aν²) from the zero of Kummer's function M(1−ν, 2, 2R/(νa)), where R is the wall radius and a the Bohr radius. It asserts that these energies agree with diagonalization in a polynomial basis that vanishes at the wall, and that the wall-slope formula agrees with a numerical derivative. It also asserts the closed form and large-radius expansion of the sum S in the first-order shift (e²/a)/S(2R/a), and bounds the error of that shift at 5 and 10 bohr. The output gives radii of 6.411 bohr for a shift of 10 meV and 4.984 bohr for 100 meV. For comparison, a spin-restricted LDA atom is solved self-consistently and then confined in its frozen potential. Its free state is tested by the virial relation for LDA, and its confined shifts by the polynomial basis. The LDA radii are larger, 7.296 and 5.528 bohr, so a cutoff found for one atomic potential does not carry over to another.

## Numerical check

```python
"""
Hydrogen at the centre of a hard sphere of radius R.
Result under test: E = -1/(2 nu^2), with M(1-nu, 2, 2R/nu) = 0,
where M is Kummer's function and 1 < nu <= 2 for R >= 2.
The shift is E(R) + 1/2. For large R it approaches 1/S(2R), where
S(x) = sum_{k>=1} x^k / [k (k+1)!], and then 4 R^2 exp(-2R).
Internal units: lengths in bohr, energies in hartree.
A frozen spin-restricted LDA atom shows how the radii depend on potential.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import eval_jacobi, expi
from pyscf import dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
HARTREE_MEV = 1000 * HARTREE_EV
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def kummer_series(delta, x):
    """M(-delta, 2, x), summed from its power series."""
    term, total = 1.0, 1.0
    for k in range(180):
        term *= (k - delta) * x / ((k + 2) * (k + 1))
        total += term
    return total


def shift_at_radius(radius):
    delta = brentq(lambda d: kummer_series(d, 2 * radius / (1 + d)),
                   0.0, 1.0, xtol=1e-16, rtol=1e-13)
    return delta * (2 + delta) / (2 * (1 + delta)**2)


def radius_for_shift(shift):
    nu = 1 / math.sqrt(1 - 2 * shift)
    zero = brentq(lambda x: kummer_series(nu - 1, x), 1.0, 40.0,
                  xtol=1e-12)
    return nu * zero / 2, nu, zero


def polynomial_state(radius, size=24, screening=None):
    """Lowest s level and wall slope by diagonalization."""
    t, w = np.polynomial.legendre.leggauss(2 * size + 30)
    r = radius * (1 + t) / 2
    weight = radius * w / 2
    k = np.arange(size)
    poly = eval_jacobi(k[:, None], 2, 2, t)
    dpoly = np.zeros_like(poly)
    dpoly[1:] = ((k[1:, None] + 5) / radius
                 * eval_jacobi(k[1:, None] - 1, 3, 3, t))
    envelope = r * (radius - r)
    u = envelope * poly
    du = (radius - 2 * r) * poly + envelope * dpoly
    norm = np.sqrt((u * u) @ weight)
    u /= norm[:, None]
    du /= norm[:, None]
    potential = -1 / r
    if screening is not None:
        potential = potential + screening(r)
    matrix = 0.5 * (du * weight) @ du.T + (u * weight * potential) @ u.T
    energy, vectors = eigh(matrix)
    wall_slope = -radius * np.sum(
        vectors[:, 0] * eval_jacobi(k, 2, 2, 1.0) / norm)
    return energy[0], wall_slope


def first_order_sum(x):
    return expi(x) - math.log(x) - np.euler_gamma - (math.exp(x) - 1 - x) / x


# Energies from the Kummer condition against direct diagonalization.
radii = [2.0, 3.0, 4.0, 5.0, 6.0, 7.0, 8.0, 10.0]
shifts = [shift_at_radius(radius) for radius in radii]
for radius, shift in zip(radii, shifts):
    direct_energy, _ = polynomial_state(radius)
    assert abs(direct_energy + 0.5 - shift) < 1e-9
assert abs(polynomial_state(2.0)[0] + 1 / 8) < 1e-10
assert all(a > b for a, b in zip(shifts, shifts[1:]))

# The closed sum, its large-radius expansion and the first-order shift.
for x in (4.0, 10.0, 20.0):
    explicit = sum(x**k / (k * math.factorial(k + 1)) for k in range(1, 120))
    assert abs(first_order_sum(x) / explicit - 1) < 1e-11
x_large = 80.0
scaled_inverse = math.exp(x_large) / (x_large**2 * first_order_sum(x_large))
assert abs(scaled_inverse - (1 - 2 / x_large - 2 / x_large**2)) < 5e-5
error_five = abs(1 / (first_order_sum(10.0) * shift_at_radius(5.0)) - 1)
error_ten = abs(1 / (first_order_sum(20.0) * shift_at_radius(10.0)) - 1)
assert error_five < 0.06 and error_ten < 1e-4

print("Hydrogen in a hard sphere, bare Coulomb potential")
print(f"Hartree energy: {HARTREE_EV:.6f} eV")
print(f"Bohr radius: {BOHR_ANGSTROM:.6f} angstrom")
for radius, shift in zip(radii, shifts):
    print(f"R = {radius:4.1f} bohr: shift = {shift * HARTREE_MEV:.6g} meV")
print(f"First-order relative error at 5 bohr: {100 * error_five:.2f} percent")
print(f"First-order relative error at 10 bohr: {100 * error_ten:.5f} percent")

targets_mev = (10.0, 100.0)
coulomb_radii = []
for target_mev in targets_mev:
    target = target_mev / HARTREE_MEV
    radius, nu, zero = radius_for_shift(target)
    coulomb_radii.append(radius)
    energy, wall_slope = polynomial_state(radius)
    assert abs(energy + 0.5 - target) < 1e-9
    step = 1e-3
    numerical_slope = (shift_at_radius(radius + step)
                       - shift_at_radius(radius - step)) / (2 * step)
    wall_formula = -0.5 * wall_slope**2
    assert abs(numerical_slope / wall_formula - 1) < 2e-5
    estimate = brentq(lambda R: 1 / first_order_sum(2 * R) - target, 3, 12)
    leading = 4 * radius**2 * math.exp(-2 * radius)
    assert leading > target
    print(f"Target shift: {target_mev:.0f} meV")
    print(f"  nu = {nu:.8f}, Kummer zero x = {zero:.6f} (no unit)")
    print(f"  radius = {radius:.4f} bohr = {radius * BOHR_ANGSTROM:.4f} angstrom")
    print(f"  slope dE/dR = {wall_formula * HARTREE_MEV:.3f} meV/bohr")
    print(f"  radius from first-order law = {estimate:.4f} bohr")
    print(f"  leading exponential law there = {leading * HARTREE_MEV:.3f} meV")
cube_ratio = (coulomb_radii[0] / coulomb_radii[1])**3
print(f"Cubed-radius ratio, 10 to 100 meV: {cube_ratio:.3f} (no unit)")

# Free LDA atom on a radial grid, followed by a wall in its frozen potential.
GRID_STEP = 0.01
WALL_GRID_STEP = 0.005
FREE_BOX = 25.0


def grid_state(radius, screening, target_step):
    intervals = round(radius / target_step)
    h = radius / intervals
    r = h * np.arange(1, intervals)
    diagonal = 1 / h**2 - 1 / r + screening(r)
    off_diagonal = np.full(len(r) - 1, -0.5 / h**2)
    energy, vector = eigh_tridiagonal(
        diagonal, off_diagonal, select="i", select_range=(0, 0))
    return energy[0], r, vector[:, 0] / math.sqrt(h), h


def density_potentials(r, u):
    radial_density = u**2
    r_full = np.r_[0.0, r]
    enclosed = cumulative_trapezoid(
        np.r_[0.0, radial_density], r_full, initial=0)[1:]
    inverse_moment = cumulative_trapezoid(
        np.r_[0.0, radial_density / r], r_full, initial=0)[1:]
    hartree = enclosed / r + inverse_moment[-1] - inverse_moment
    density = radial_density / (4 * math.pi * r**2)
    exc, vxc = dft.libxc.eval_xc("lda,vwn", density, spin=0, deriv=1)[:2]
    return hartree, np.ravel(exc), np.ravel(vxc[0])


r_free = GRID_STEP * np.arange(1, round(FREE_BOX / GRID_STEP))
screen_values = np.zeros_like(r_free)
converged = False
for iteration in range(120):
    screening = CubicSpline(r_free, screen_values)
    free_level, r, u, h = grid_state(FREE_BOX, screening, GRID_STEP)
    hartree, exc, vxc = density_potentials(r, u)
    new_values = hartree + vxc
    residual = np.max(np.abs(new_values - screen_values))
    if residual < 1e-8:
        converged = True
        break
    screen_values = 0.5 * screen_values + 0.5 * new_values
assert converged

# Uniform density scaling gives the virial relation. Correlation does not
# scale linearly, so its scaling derivative differs from its energy.
probability = u**2 * h
kinetic = free_level - np.sum(probability * (-1 / r + screen_values))
electrostatic = np.sum(probability * (-1 / r + hartree / 2))
total_energy = kinetic + electrostatic + np.sum(probability * exc)
xc_scaling_derivative = 3 * np.sum(probability * (vxc - exc))
virial_sum = 2 * kinetic + electrostatic + xc_scaling_derivative
assert abs(virial_sum) < 3e-4  # second-order radial-grid error
assert free_level > -0.5

print("Spin-restricted LDA hydrogen, frozen free-atom potential")
print(f"Free 1s level: {free_level * HARTREE_EV:.3f} eV")
print(f"Bare Coulomb 1s level: {-0.5 * HARTREE_EV:.3f} eV")
print(f"LDA virial sum: {virial_sum:.2e} hartree")
print(f"Total plus orbital kinetic energy: {total_energy + kinetic:.6f} hartree")

wall_free_level = grid_state(FREE_BOX, screening, WALL_GRID_STEP)[0]
free_polynomial, _ = polynomial_state(FREE_BOX, 44, screening)
for target_mev, coulomb_radius in zip(targets_mev, coulomb_radii):
    target = target_mev / HARTREE_MEV
    lda_radius = brentq(
        lambda R: (grid_state(R, screening, WALL_GRID_STEP)[0]
                   - wall_free_level - target),
        3.0, 18.0, xtol=1e-5)
    confined_polynomial, _ = polynomial_state(lda_radius, 32, screening)
    polynomial_shift = confined_polynomial - free_polynomial
    # The two discretizations may differ by the residual grid error.
    assert abs(polynomial_shift - target) < 3e-6
    assert lda_radius > coulomb_radius
    print(f"LDA radius for {target_mev:.0f} meV: {lda_radius:.3f} bohr"
          f" = {lda_radius * BOHR_ANGSTROM:.3f} angstrom")

print("finished without a failed check")
```

Output:

```
Hydrogen in a hard sphere, bare Coulomb potential
Hartree energy: 27.211386 eV
Bohr radius: 0.529177 angstrom
R =  2.0 bohr: shift = 10204.3 meV
R =  3.0 bohr: shift = 2068.96 meV
R =  4.0 bohr: shift = 455.374 meV
R =  5.0 bohr: shift = 97.4982 meV
R =  6.0 bohr: shift = 19.666 meV
R =  7.0 bohr: shift = 3.73946 meV
R =  8.0 bohr: shift = 0.677551 meV
R = 10.0 bohr: shift = 0.0200471 meV
First-order relative error at 5 bohr: 3.03 percent
First-order relative error at 10 bohr: 0.00146 percent
Target shift: 10 meV
  nu = 1.00036770, Kummer zero x = 12.818093 (no unit)
  radius = 6.4114 bohr = 3.3928 angstrom
  slope dE/dR = -16.556 meV/bohr
  radius from first-order law = 6.4088 bohr
  leading exponential law there = 12.074 meV
Target shift: 100 meV
  nu = 1.00369531, Kummer zero x = 9.931006 (no unit)
  radius = 4.9839 bohr = 2.6373 angstrom
  slope dE/dR = -156.849 meV/bohr
  radius from first-order law = 4.9633 bohr
  leading exponential law there = 126.772 meV
Cubed-radius ratio, 10 to 100 meV: 2.129 (no unit)
Spin-restricted LDA hydrogen, frozen free-atom potential
Free 1s level: -6.353 eV
Bare Coulomb 1s level: -13.606 eV
LDA virial sum: -2.56e-05 hartree
Total plus orbital kinetic energy: -0.020669 hartree
LDA radius for 10 meV: 7.296 bohr = 3.861 angstrom
LDA radius for 100 meV: 5.528 bohr = 2.925 angstrom
finished without a failed check
```
